# Görling-Levy second-order correlation in the adiabatic connection and double hybrids, part 1

(Sections cited here and not found follow in the second part.)

**Q.** Double hybrids add a second-order sum over occupied and virtual orbitals to a density functional, and I am told that this sum has an exact place in density-functional theory through the adiabatic connection. Before I look at any sum, I want to know which family of Hamiltonians is meant and what is held fixed along it.

**A.** In atomic units, take $N$ electrons and

$$\hat H_\lambda=\hat T+\lambda \hat V_{ee}+\hat V_\lambda,\qquad \hat V_\lambda=\sum_{k=1}^N v_\lambda(\mathbf r_k),\qquad \hat V_{ee}=\sum_{k<l}\frac{1}{|\mathbf r_k-\mathbf r_l|}. \tag{1}$$

The local, spin-independent potential $v_\lambda$ is chosen so that the normalized ground state $\Psi_\lambda$, of energy $E_\lambda$, has one and the same density $n(\mathbf r)$ at every $\lambda$. I assume that such a potential exists. At $\lambda=1$ it is the external potential. At $\lambda=0$ the electrons do not interact, $v_0=v_s$ is the Kohn-Sham (KS) potential of $n$, and $\Psi_0=\Phi$ is a determinant of spin orbitals that obey $(-\tfrac12\nabla^2+v_s)\phi_p=\varepsilon_p\phi_p$. I take a closed shell and real orbitals, which a real Hamiltonian permits. Labels $i,j$ are occupied, $a,b$ are virtual, $p,q,r,s$ are general, and $x=(\mathbf r,\sigma)$. Two quantities are needed:

$$F_\lambda=\langle\Psi_\lambda|\hat T+\lambda\hat V_{ee}|\Psi_\lambda\rangle=E_\lambda-\int n\,v_\lambda,\qquad W_\lambda=\langle\Psi_\lambda|\hat V_{ee}|\Psi_\lambda\rangle-U, \tag{2}$$

where $U=\tfrac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$ is the Hartree energy, which does not depend on $\lambda$.

**Q.** $W_\lambda$ holds no kinetic energy, yet the correlation energy does. How can $W_\lambda$ alone determine it?

**A.** Differentiate $E_\lambda=\langle\Psi_\lambda|\hat H_\lambda|\Psi_\lambda\rangle$. The two terms in which the derivative falls on $\Psi_\lambda$ add to $E_\lambda\,d\langle\Psi_\lambda|\Psi_\lambda\rangle/d\lambda=0$, because $\Psi_\lambda$ is a normalized eigenstate. What remains is the Hellmann-Feynman result

$$\frac{dE_\lambda}{d\lambda}=\langle\hat V_{ee}\rangle_\lambda+\int n\,\frac{dv_\lambda}{d\lambda}.$$

Since $n$ is fixed, $d(\int n v_\lambda)/d\lambda$ is exactly the last term, and it cancels in $F_\lambda$:

$$\frac{dF_\lambda}{d\lambda}=\langle \hat V_{ee}\rangle_\lambda=W_\lambda+U. \tag{3}$$

At the lower end $F_0=\langle\Phi|\hat T|\Phi\rangle=T_s$. At the upper end $F_1=T_s+U+E_{xc}$, which is the definition of $E_{xc}$. Integrating (3) from 0 to 1 gives $E_{xc}=\int_0^1W_\lambda\,d\lambda$. The kinetic part is inside $F_1-F_0$, and the integration over $\lambda$ collects it. The exchange energy is defined by $E_x=\langle\Phi|\hat V_{ee}|\Phi\rangle-U=W_0$. The correlation energy at coupling $\lambda$ is then

$$E_c^\lambda\equiv F_\lambda-T_s-\lambda(U+E_x)=\int_0^\lambda (W_{\mu}-E_x)\,d\mu,\qquad E_c=E_c^{1}. \tag{4}$$

The sign of the slope can be fixed without calculation. Any $\Psi$ with density $n$ has $\langle\hat T+\lambda\hat V_{ee}\rangle=\langle\hat H_\lambda\rangle-\int nv_\lambda\ge E_\lambda-\int nv_\lambda$, so $F_\lambda=\min_{\Psi\to n}\langle\hat T+\lambda\hat V_{ee}\rangle$. A minimum of functions linear in $\lambda$ is concave in $\lambda$, and by (3) this means $dW_\lambda/d\lambda\le0$.

**Q.** You will want to expand in $\lambda$, but $v_\lambda$ is unknown. How do you perturb with an operator you do not have?

**A.** I carry it as an unknown and let the density condition determine it. Two more assumptions enter here. The determinant $\Phi$ is a non-degenerate ground state with $\varepsilon_a>\varepsilon_i$ for all $a,i$, and $v_\lambda$ and $\Psi_\lambda$ have expansions through second order in $\lambda$. Write $v_\lambda=v_s+\lambda v^{(1)}+\lambda^2v^{(2)}+\dots$, and give the first-order term a name,

$$v^{(1)}=-(v_H+v_x),\qquad v_H(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'. \tag{5}$$

For now (5) only defines a local function $v_x$. With $\hat V_{Hx}=\sum_k[v_H+v_x](\mathbf r_k)$,

$$\hat H_\lambda=\hat H^{(0)}+\lambda\hat H^{(1)}+\lambda^2\hat V^{(2)}+\dots,\qquad \hat H^{(1)}=\hat V_{ee}-\hat V_{Hx}.$$

The eigenstates of $\hat H^{(0)}=\hat T+\hat V_s$ are all determinants $\Phi_k$ of KS orbitals, and each energy $\mathcal E_k$ is the sum of the $\varepsilon_p$ of the orbitals it contains; $\Phi_0=\Phi$. Insert $\Phi+\lambda\Psi^{(1)}+\lambda^2\Psi^{(2)}$, with $\langle\Phi|\Psi^{(m)}\rangle=0$, and $E_\lambda=\mathcal E_0+\lambda E^{(1)}+\lambda^2E^{(2)}$ in the Schrödinger equation. Order $\lambda$ reads $(\hat H^{(0)}-\mathcal E_0)\Psi^{(1)}=(E^{(1)}-\hat H^{(1)})\Phi$. Projection on $\Phi_k$ with $k\neq0$ gives $(\mathcal E_k-\mathcal E_0)\langle\Phi_k|\Psi^{(1)}\rangle=-\langle\Phi_k|\hat H^{(1)}|\Phi\rangle$, so

$$\Psi^{(1)}=-\sum_{k\ne0}\Phi_k\frac{\langle\Phi_k|\hat H^{(1)}|\Phi\rangle}{\mathcal E_k-\mathcal E_0}. \tag{6}$$

Order $\lambda^2$ reads $(\hat H^{(0)}-\mathcal E_0)\Psi^{(2)}=(E^{(1)}-\hat H^{(1)})\Psi^{(1)}+(E^{(2)}-\hat V^{(2)})\Phi$. Projection on $\Phi$ makes the left side zero and removes $E^{(1)}\langle\Phi|\Psi^{(1)}\rangle$, leaving

$$E^{(2)}=\langle\Phi|\hat H^{(1)}|\Psi^{(1)}\rangle+\int n\,v^{(2)}. \tag{7}$$

The squared norm of the expanded state is $1+\lambda^2\langle\Psi^{(1)}|\Psi^{(1)}\rangle+\dots$, so normalization does not touch any first-order expectation value. The denominators in (6) are differences of KS eigenvalues for one reason only: the connection starts at the KS system of $n$.

**Q.** Which determinants appear in (6), and with what signs and factors?

**A.** Define $\langle pq|rs\rangle=\iint\phi_p(x)\phi_q(x')\,|\mathbf r-\mathbf r'|^{-1}\phi_r(x)\phi_s(x')$ and $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, which changes sign when $p,q$ or $r,s$ are swapped. In second quantization a one-body operator is $\hat O=\sum_{pq}o_{pq}\hat a_p^\dagger\hat a_q$, and $\hat V_{ee}=\tfrac14\sum\langle pq\|rs\rangle\hat a^\dagger_p\hat a^\dagger_q\hat a_s\hat a_r$. The excited determinants are $\Phi_i^a=\hat a_a^\dagger\hat a_i\Phi$ and $\Phi_{ij}^{ab}=\hat a_a^\dagger\hat a_b^\dagger\hat a_j\hat a_i\Phi$ with $i<j$, $a<b$.

The string $\hat a_p^\dagger\hat a_q$ changes at most one orbital of $\Phi$. It produces $\Phi_i^a$ only for $p=a$, $q=i$, and then with coefficient $+1$. Hence $\langle\Phi_i^a|\hat O|\Phi\rangle=o_{ai}$, and $\hat O$ has no element to doubly or more highly excited determinants.

The string $\hat a^\dagger_p\hat a^\dagger_q\hat a_s\hat a_r$ removes $r,s$ and adds $p,q$, so it changes at most two orbitals, and triples and higher excitations drop out of (6). For $\Phi_{ij}^{ab}$ the sets must be $\{r,s\}=\{i,j\}$ and $\{p,q\}=\{a,b\}$. There are four orderings. A swap changes the sign of the operator string and of the integral together, so all four equal the term $(p,q,r,s)=(a,b,i,j)$, and the factor $\tfrac14$ is used up:

$$\langle\Phi_{ij}^{ab}|\hat H^{(1)}|\Phi\rangle=\langle ab\|ij\rangle. \tag{8}$$

For $\Phi_i^a$ the string must remove $i$ and a spectator $j$ and put back $a$ and $j$. Again four orderings equal the term $(a,j,i,j)$, whose string contains the number operator $\hat a_j^\dagger\hat a_j=1$ acting on $\hat a_i\Phi$ for occupied $j\ne i$, and so gives $+\Phi_i^a$. The term $j=i$ may be added because $\langle ai\|ii\rangle=0$. Therefore $\langle\Phi_i^a|\hat V_{ee}|\Phi\rangle=\sum_j\langle aj|ij\rangle-\sum_j\langle aj|ji\rangle$. The first sum is $\langle a|v_H|i\rangle$. The second, with its minus sign, is $\langle a|\hat K|i\rangle$, where the Fock exchange operator has the kernel

$$K(x,x')=-\frac{\gamma(x,x')}{|\mathbf r-\mathbf r'|},\qquad\gamma(x,x')=\sum_j\phi_j(x)\phi_j(x'),$$

built here from KS orbitals. Subtracting $\langle a|v_H+v_x|i\rangle$ cancels the Hartree part:

$$\langle\Phi_i^a|\hat H^{(1)}|\Phi\rangle=\langle a|\hat K-v_x|i\rangle. \tag{9}$$

A constant added to $v_x$ has no effect since $\langle a|i\rangle=0$. For the diagonal element, each ordered pair $(r,s)=(i,j)$ allows $(p,q)=(i,j)$ or $(j,i)$, both giving $\langle ij\|ij\rangle$, so $\langle\Phi|\hat V_{ee}|\Phi\rangle=\tfrac12\sum_{ij}\langle ij\|ij\rangle$. Its direct part is $U$, and its exchange part is $E_x=-\tfrac12\iint\gamma(x,x')^2/|\mathbf r-\mathbf r'|$.

**Q.** In Møller-Plesset theory the singles vanish by Brillouin's theorem. Why do they survive here, and what is $v_x$? So far it is a letter.

**A.** Brillouin's theorem holds when the zeroth-order operator contains $\hat K$ itself. Here every potential on the path must be local, so only a local $v_x$ can be subtracted, and (9) is the part of the nonlocal $\hat K$ that it fails to reproduce between occupied and virtual orbitals. The density condition fixes $v_x$. The first-order density is $n^{(1)}(\mathbf r)=2\langle\Phi|\hat n(\mathbf r)|\Psi^{(1)}\rangle$. The density operator is one-body, so only singles contribute, with element $\rho_{ia}(\mathbf r)=\sum_\sigma\phi_i(x)\phi_a(x)$. With $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$, equations (6) and (9) give

$$n^{(1)}(\mathbf r)=-2\sum_{ia}\rho_{ia}(\mathbf r)\frac{\langle a|\hat K-v_x|i\rangle}{\Delta_{ia}}=0. \tag{10}$$

Write $\langle a|v_x|i\rangle=\int\rho_{ia}v_x$ and move that term across:

$$\int\chi_s(\mathbf r,\mathbf r')v_x(\mathbf r')\,d^3r'=b(\mathbf r),\quad \chi_s=-2\sum_{ia}\frac{\rho_{ia}(\mathbf r)\rho_{ia}(\mathbf r')}{\Delta_{ia}},\quad b=-2\sum_{ia}\rho_{ia}(\mathbf r)\frac{\langle a|\hat K|i\rangle}{\Delta_{ia}}. \tag{11}$$

This is the optimized effective potential (OEP) equation for exchange, at given orbitals. Its solution is unique up to a constant. If two solutions differ by $\delta$, then $\iint\delta\chi_s\delta=-2\sum_{ia}\langle a|\delta|i\rangle^2/\Delta_{ia}=0$, so every $\langle a|\delta|i\rangle$ vanishes. The one-body operator $\sum_k\delta(\mathbf r_k)$ then maps $\Phi$ on a multiple $c\,\Phi$, so $\sum_k\delta(\mathbf r_k)=c$ wherever $\Phi\neq0$, and moving $\mathbf r_1$ alone shows that $\delta$ is constant. Equation (10) imposes one condition per point $\mathbf r$ on a sum of singles amplitudes. With more than one occupied orbital it does not in general set each amplitude to zero. Both this statement and the uniqueness argument need the complete set of virtual orbitals. In a finite orbital basis the products $\rho_{ia}$ can be linearly independent (all 34 are for LiH in cc-pVDZ with LDA orbitals); then (10), imposed at every point, forces every element (9) to zero and $v_x$ is no longer unique up to a constant, which is an artefact of the basis.

**Q.** I would call "the exchange potential" the functional derivative $\delta E_x/\delta n$. Is your $v_x$ that object, or merely something with the same name?

**A.** It is that object. Change the KS potential by $\delta v$. First-order perturbation theory for an orbital gives $\delta\phi_i=\sum_{p\ne i}\phi_p\,\delta v_{pi}/(\varepsilon_i-\varepsilon_p)$; within a degenerate occupied level the orbitals are chosen to diagonalize $\delta v$, and those terms are absent. Then

$$\delta\gamma(x,x')=\sum_i\sum_{p\neq i}\big[\phi_p(x)\phi_i(x')+\phi_i(x)\phi_p(x')\big]\frac{\delta v_{pi}}{\varepsilon_i-\varepsilon_p}.$$

For occupied $p=j$ the bracket and $\delta v_{ji}$ are symmetric under $i\leftrightarrow j$ while the denominator is antisymmetric, so these terms cancel in pairs and only $p=a$ remains. On the diagonal, summed over spin, this is $\delta n=-2\sum_{ia}\rho_{ia}\delta v_{ai}/\Delta_{ia}=\int\chi_s\,\delta v$, which identifies $\chi_s$ as the KS response function. The exchange energy is quadratic in $\gamma$, so

$$\delta E_x=-\iint\frac{\gamma\,\delta\gamma}{|\mathbf r-\mathbf r'|}=\iint K\,\delta\gamma=-2\sum_{ia}\frac{\langle a|\hat K|i\rangle\,\delta v_{ai}}{\Delta_{ia}}=\int b\,\delta v .$$

The two terms of the bracket give the factor 2 because $K$ is symmetric. By the chain rule the same change is $\int(\delta E_x/\delta n)\,\delta n=\iint(\delta E_x/\delta n)\,\chi_s\,\delta v$. Both hold for every $\delta v$ and $\chi_s$ is symmetric, so $\delta E_x/\delta n$ solves (11), and by uniqueness $v_x=\delta E_x/\delta n$ up to a constant.

**Q.** Then what is the initial slope of $W_\lambda$? The operator in $W_\lambda$ is $\hat V_{ee}$, and the perturbation is $\hat H^{(1)}$, so I do not expect a sum of squares.

**A.** The term of order $\lambda$ in $\langle\Psi_\lambda|\hat V_{ee}|\Psi_\lambda\rangle$ is $\langle\Phi|\hat V_{ee}|\Psi^{(1)}\rangle+\langle\Psi^{(1)}|\hat V_{ee}|\Phi\rangle$, and for real states the two are equal. Substitute $\hat V_{ee}=\hat H^{(1)}+\hat V_{Hx}$:

$$W_0'\equiv\frac{dW_\lambda}{d\lambda}\Big|_0=2\langle\Phi|\hat H^{(1)}|\Psi^{(1)}\rangle+2\langle\Phi|\hat V_{Hx}|\Psi^{(1)}\rangle .$$

Since $\hat V_{Hx}=\int(v_H+v_x)\,\hat n$, the second term is $\int(v_H+v_x)\,n^{(1)}$, which is zero by (10). That removes the mismatch you point to. The first term, by (6), is $-2\sum_{k\ne0}\langle\Phi_k|\hat H^{(1)}|\Phi\rangle^2/(\mathcal E_k-\mathcal E_0)$. For a single, $\mathcal E_k-\mathcal E_0=\varepsilon_a-\varepsilon_i$, and for a double it is $D_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. Each distinct double appears four times in an unrestricted sum over $i,j,a,b$, and the terms with $i=j$ or $a=b$ vanish, so $\sum_{i<j,a<b}=\tfrac14\sum_{ijab}$. With (8), (9) and $\langle ab\|ij\rangle=\langle ij\|ab\rangle$ for real orbitals,

$$\tfrac12W_0'=E_c^{\rm GL2}=-\frac14\sum_{ijab}\frac{\langle ij\|ab\rangle^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}-\sum_{ia}\frac{\langle a|\hat K-v_x|i\rangle^2}{\varepsilon_a-\varepsilon_i}. \tag{12}$$

This is the Görling-Levy second-order correlation energy, GL2. The doubles term $E_D$ and the singles term $E_S$ are each non-positive, in agreement with the concavity of $F_\lambda$. The potential $v^{(2)}$ is absent because it first alters the wave function at order $\lambda^2$. A constant in $v_s$ shifts all $\varepsilon_p$ alike and cancels in both denominators.

**Q.** A slope is not an energy. In what sense is (12) a correlation energy, and where does the factor one half come from physically?

**A.** Put $W_\mu=E_x+\mu W_0'+O(\mu^2)$ in (4). The integral of $\mu$ from 0 to $\lambda$ is $\lambda^2/2$, so

$$E_c^\lambda=\lambda^2E_c^{\rm GL2}+O(\lambda^3). \tag{13}$$

The energy expansion gives the same by another route. The $\lambda^2$ coefficient of $F_\lambda=E_\lambda-\int nv_\lambda$ is $E^{(2)}-\int nv^{(2)}$, which by (7) is $\langle\Phi|\hat H^{(1)}|\Psi^{(1)}\rangle$, the sum in (12); by (4) that coefficient is also the $\lambda^2$ coefficient of $E_c^\lambda$. For the factor, split $F_\lambda=T_\lambda+\lambda(W_\lambda+U)$ with $T_\lambda=\langle\hat T\rangle_\lambda$, so that $E_c^\lambda=T_c^\lambda+\lambda(W_\lambda-E_x)$ with $T_c^\lambda=T_\lambda-T_s$. The interaction part is $\lambda\cdot\lambda W_0'=2\lambda^2E_c^{\rm GL2}$ at leading order, and therefore $T_c^\lambda=\lambda^2E_c^{\rm GL2}-2\lambda^2E_c^{\rm GL2}=-\lambda^2E_c^{\rm GL2}\ge0$. At leading order in the coupling, half of the repulsion energy that the electrons save by avoiding each other is paid back as kinetic energy. Using $E_c\approx E_c^{\rm GL2}$ at $\lambda=1$ amounts to replacing the curve $W_\lambda$ by its tangent at the origin.

**Q.** Suppose I put some convenient local exchange potential $u$ into the singles term, keeping the KS orbitals. How wrong is that?

**A.** The error has a fixed sign. Let $S[u]=-\sum_{ia}\langle a|\hat K-u|i\rangle^2/\Delta_{ia}$ and $u=v_x+\delta$. Expanding the square,

$$S[v_x+\delta]=S[v_x]+2\sum_{ia}\frac{\langle a|\hat K-v_x|i\rangle\langle a|\delta|i\rangle}{\Delta_{ia}}-\sum_{ia}\frac{\langle a|\delta|i\rangle^2}{\Delta_{ia}} .$$

By (10) the middle term equals $-\int\delta\,n^{(1)}=0$, and by (11) the last is $\tfrac12\iint\delta\chi_s\delta$. So

$$S[v_x+\delta]=E_S+\tfrac12\iint\delta\,\chi_s\,\delta\le E_S, \tag{14}$$

with equality only for constant $\delta$. The OEP potential is the weighted least-squares fit of a local operator to the occupied-virtual block of $\hat K$, with weights $1/\Delta_{ia}$, and $|E_S|$ is the residual of the fit. Any other local potential makes the sum more negative than half the slope, by an amount quadratic in $\delta$. Dropping the singles errs in the opposite direction, by $|E_S|$.

**Q.** Give me the closed-shell form in spatial orbitals, with the spin factors traced.

**A.** Expand the square: $\langle ij\|ab\rangle^2=\langle ij|ab\rangle^2+\langle ij|ba\rangle^2-2\langle ij|ab\rangle\langle ij|ba\rangle$. Relabelling $a\leftrightarrow b$ leaves $D_{ij}^{ab}$ unchanged and turns the second term into the first, so $E_D=-\tfrac12\sum[\langle ij|ab\rangle^2-\langle ij|ab\rangle\langle ij|ba\rangle]/D_{ij}^{ab}$. With spatial integrals $(pq|rs)=\iint\varphi_p\varphi_q(\mathbf r)\,|\mathbf r-\mathbf r'|^{-1}\varphi_r\varphi_s(\mathbf r')$, one has $\langle ij|ab\rangle=(ia|jb)\,\delta_{\sigma_i\sigma_a}\delta_{\sigma_j\sigma_b}$. The first term leaves $\sigma_i$ and $\sigma_j$ free, which gives 4 spin cases. The second also needs $\sigma_i=\sigma_b$ and $\sigma_j=\sigma_a$, so all four spins are equal, which gives 2 cases. A single conserves spin and gives 2 cases. With labels now running over spatial orbitals,

$$E_c^{\rm GL2}=-\sum_{ijab}\frac{(ia|jb)\,[2(ia|jb)-(ib|ja)]}{D_{ij}^{ab}}-2\sum_{ia}\frac{\langle a|\hat K-v_x|i\rangle^2}{\Delta_{ia}},\qquad\langle a|\hat K|i\rangle=-\sum_j(aj|ji). \tag{15}$$

The factors $-2$ in (10) and (11) become $-4$ in the same way.

**Q.** I want to see (12) hold where it could fail: a system with nonzero singles, and a slope obtained with the density truly fixed, without perturbation theory.

Half the initial slope of $W_\lambda$ at fixed density has been shown to equal the GL2 energy (12), a doubles sum plus a singles sum in which $v_x$ is the exchange potential $\delta E_x/\delta n$. It remains to test this identity numerically, to see how well the tangent represents the whole curve, and to find what the result licenses for double hybrids.
